\section*{Why a Fowler-Nordheim fit of warm field emission underestimates the barrier}

\section{The slope and the current}

\textbf{Q:} I measured the current through an aluminium oxide film under a metal gate at 400 K and plotted $\ln(J/F^2)$ against $1/F$. The slope gives a lower barrier than I expected. A colleague blames temperature. I can see that heat raises the current, but why should it change a slope?

\textbf{A:} More current does not by itself change the slope. If heat multiplied the current by the same factor at every field, the line would move up and keep its slope. The question is whether the factor depends on field, so we must find it and differentiate it with respect to $x=1/F$.

Let us fix the model. The gate is a metal and the oxide barrier is a triangle of height $\phi$ above the Fermi level. The electron has one effective mass $m$ in the oxide. The temperature $T$ and the barrier height are the same at all fields. I take $e>0$, write $F$ for the magnitude of the field, and count energies from the Fermi level. Let $E$ be the energy left for motion through the film after the kinetic energy parallel to it, $\hbar^2k_\parallel^2/2m$, has been subtracted. The WKB transmission is
\begin{align}
D(E)&=\exp\left[-\frac{2}{\hbar}\int_0^{(\phi-E)/eF}\sqrt{2m(\phi-E-eFz)}\,dz\right]\nonumber\\
&=\exp\left[-B(\phi-E)^{3/2}x\right],\qquad B=\frac{4\sqrt{2m}}{3\hbar e}.
\end{align}
The integral of the square root supplies the factor $2/(3eF)$.

\textbf{Q:} And the current?

\textbf{A:} Sum over states, with two spins and parallel momentum conserved. At fixed $k_\parallel$ the velocity times $dk_z$ is $dE/\hbar$, so
\begin{equation}
J=\frac{2e}{(2\pi)^3\hbar}\int dE\,D(E)\int d^2k_\parallel\,
f\!\left(E+\frac{\hbar^2k_\parallel^2}{2m}\right),
\end{equation}
where $f$ is the Fermi function. Since $d^2k_\parallel=(2\pi m/\hbar^2)\,d(\hbar^2k_\parallel^2/2m)$, the inner integral is $(2\pi m/\hbar^2)N(E)$, and
\begin{equation}
J=\frac{em}{2\pi^2\hbar^3}\int N(E)D(E)\,dE,\qquad
N(E)=k_BT\ln\left(1+e^{-E/k_BT}\right).
\label{supply}
\end{equation}
I have assumed that the metal band is deep enough to supply all the parallel momenta that matter. Some conventions put the emitter mass in the prefactor. That multiplies $J$ by a constant and leaves the slope alone.

\section{A warm emitter as a mixture of cold ones}

\textbf{Q:} Where does the zero-temperature formula come from in this language?

\textbf{A:} At $T=0$, $N(E)=-E$ below the Fermi level and zero above it. Put $E=-w$ and expand the exponent to first order in $w$:
\begin{equation}
B(\phi+w)^{3/2}x\simeq G+\frac{w}{d},\qquad
G=B\phi^{3/2}x,\qquad
\frac1d=\frac32B\phi^{1/2}x=\frac{2\sqrt{2m\phi}}{\hbar eF}.
\end{equation}
The energy $d$ is the rise in electron energy that multiplies the transmission by $e$. Because $\int_0^\infty we^{-w/d}dw=d^2$ and $d^2=\hbar^2e^2F^2/(8m\phi)$,
\begin{equation}
J_0=\frac{em\,d^2}{2\pi^2\hbar^3}e^{-G}=\frac{e^3F^2}{16\pi^2\hbar\phi}\,e^{-B\phi^{3/2}x}.
\label{fn}
\end{equation}
So $\ln(J_0/F^2)$ is a straight line in $x$ with slope $-B\phi^{3/2}$. That is the Fowler-Nordheim reading of your plot.

For a warm emitter, note that $N'=-f$ and $N''=-f'$. Define
\begin{equation}
I(E)=\int_{-\infty}^{E}(E-E')D(E')\,dE',\qquad I''(E)=D(E).
\end{equation}
Apart from the prefactor, $I(E)$ is the current of a cold emitter whose Fermi level has been moved to $E$. Two integrations by parts give
\begin{equation}
\int N D\,dE=\int N I''\,dE=\int N''I\,dE=\int(-f')\,I(E)\,dE .
\label{mix}
\end{equation}
The boundary terms vanish at low energy because $D$ does, and at high energy because $N$ falls faster than $I$ rises. With the exponent linearized as above, this requires $k_BT<d$. A warm emitter is thus a mixture of cold emitters, with Fermi levels spread over a few $k_BT$. The spread is symmetric, but members with a raised level face a lower barrier and contribute more current.

\textbf{Q:} How large is the enhancement?

\textbf{A:} With the linearized exponent, $I(E)=d^2e^{-G}e^{E/d}$. Put $y=E/k_BT$ and $p=k_BT/d$, with $0<p<1$. One more integration by parts gives
\begin{equation}
\theta\equiv\frac{J}{J_0}=\int(-f')e^{E/d}dE=pK,\qquad
K=\int_{-\infty}^{\infty}\frac{e^{py}}{1+e^y}\,dy .
\end{equation}
To find $K$, integrate around a rectangle whose lower side is the real axis and whose upper side is raised by $2\pi i$. The end pieces vanish for $0<p<1$. The upper side contributes $-e^{2\pi ip}K$. The enclosed pole at $y=i\pi$ has residue $e^{i\pi p}/e^{i\pi}=-e^{i\pi p}$. Hence
\begin{equation}
\left(1-e^{2\pi ip}\right)K=-2\pi i\,e^{i\pi p}
\quad\Rightarrow\quad K=\frac{\pi}{\sin\pi p},
\end{equation}
after division by $e^{i\pi p}$. In terms of $u=\pi p$,
\begin{equation}
\theta=\frac{u}{\sin u},\qquad u=\frac{\pi k_BT}{d}=\frac{2\pi k_BT\sqrt{2m\phi}}{\hbar e}\,x .
\label{theta}
\end{equation}

\section{The derivative}

\textbf{Q:} So the factor does depend on field, through $u$.

\textbf{A:} Yes, and $u$ is proportional to $x$ at fixed temperature, so $du/dx=u/x$. Therefore
\begin{equation}
\frac{d\ln\theta}{dx}=\left(\frac1u-\cot u\right)\frac ux=\frac{1-u\cot u}{x}.
\label{derivative}
\end{equation}
For its sign, use
\begin{equation}
\frac{d}{du}(u\cot u)=\cot u-\frac{u}{\sin^2u}=\frac{\sin2u-2u}{2\sin^2u}<0 .
\end{equation}
As $u\cot u$ starts from 1 at $u=0$ and falls, the derivative \eqref{derivative} is positive for $0<u<\pi$. The enhancement is larger at low field, on the right of your plot. It lifts that end of the line more than the left end, and the downward slope becomes less steep:
\begin{equation}
\frac{d}{dx}\ln\frac{J}{F^2}=-B\phi^{3/2}+\frac{1-u\cot u}{x}.
\label{slope}
\end{equation}
The zero-temperature reading calls this slope $-B\phi_{\rm app}^{3/2}$, so
\begin{equation}
\phi_{\rm app}^{3/2}=\phi^{3/2}-\frac{1-u\cot u}{Bx}.
\label{app}
\end{equation}
With $m$ known, the fitted barrier is too low.

\textbf{Q:} Can I picture the amount?

\textbf{A:} Consider the mean Fermi-level shift in the mixture \eqref{mix}, each member weighted by its current. Differentiating $\ln\theta$ with respect to $1/d$ brings down one factor of $E$:
\begin{equation}
\langle E\rangle=\frac{\partial\ln\theta}{\partial(1/d)}
=\pi k_BT\left(\frac1u-\cot u\right)=d\,(1-u\cot u).
\end{equation}
Now expand \eqref{app} for a small drop:
\begin{equation}
\frac32\phi^{1/2}(\phi-\phi_{\rm app})\simeq\frac{1-u\cot u}{Bx}
\quad\Rightarrow\quad
\phi-\phi_{\rm app}\simeq d(1-u\cot u)=\langle E\rangle .
\end{equation}
To first order, the fit returns the average barrier seen by the mixture. At lower field $d$ is smaller, transmission climbs more steeply with energy, and the hot members gain weight. That is why the enhancement grows with $1/F$.

\textbf{Q:} Is $\langle E\rangle$ the mean energy of the emitted electrons?

\textbf{A:} No, it is how far heating raises that mean. In the linearized model the total energies of emitted electrons are distributed as $f(E)e^{E/d}$, whose integral is $\theta d$. The logarithmic derivative of $\theta d$ with respect to $1/d$ is $\langle E\rangle-d$. A cold emitter has mean total energy $-d$; a warm one has $-d\,u\cot u$.

\section{Numbers for an oxide film}

\textbf{Q:} Put in something like my sample.

\textbf{A:} Take round values: $\phi=2.5$ eV, $m=0.25$ free-electron masses, a 10 nm film, and fields from 5 to 7 MV/cm. Then $B=34.15$ MV/cm per eV$^{3/2}$. With points evenly spaced in $1/F$, the central field is 5.833 MV/cm, and
\begin{equation}
G=\frac{34.15\times2.5^{3/2}}{5.833}=23.1,\qquad
d=\frac{2\phi}{3G}=0.072\ \mathrm{eV}.
\end{equation}
At 400 K, $k_BT=0.0345$ eV, so $u=1.504$, $\theta=1.51$ and $1-u\cot u=0.899$. The thermal term in the slope is $0.899\times5.833=5.24$ MV/cm, against a cold slope of $-135.0$ MV/cm. Hence
\begin{equation}
\phi_{\rm app}=\left(\frac{135.0-5.24}{34.15}\right)^{2/3}\mathrm{eV}=2.435\ \mathrm{eV}.
\end{equation}
The drop is 0.065 eV, and $\langle E\rangle=0.072\times0.899=0.065$ eV agrees.

The ends of the plot show the same thing. Formula \eqref{theta} gives $\theta=1.784$ at 5 MV/cm and 1.319 at 7 MV/cm, so the mean added slope is
\begin{equation}
\frac{\ln1.784-\ln1.319}{1/5-1/7}\ \mathrm{MV/cm}=5.3\ \mathrm{MV/cm}.
\end{equation}

\textbf{Q:} You linearized the exponent. Does the fit behave this way without that step?

\textbf{A:} I evaluated \eqref{supply} numerically with the full $3/2$ power and fitted the results as you fitted your data. The fitted barriers are 2.463, 2.432 and 2.384 eV at 300, 400 and 500 K. Formula \eqref{app} predicts 2.466, 2.435 and 2.383 eV.

A cold control fit gives 2.497 eV, so about 3 meV of the error is not thermal. It comes from the next term of the exponent. Expanding $(\phi-E)^{3/2}$ once more adds
\begin{equation}
\frac38\,\frac{BxE^2}{\phi^{1/2}}=\frac{3G}{8}\frac{E^2}{\phi^2}=\frac{E^2}{6Gd^2},
\end{equation}
where $\phi=\tfrac32Gd$ was used. In the cold integral the weight $we^{-w/d}$ has mean square energy $6d^2$, so the current acquires a factor $1-1/G$ to leading order. Its logarithm, $-1/G$, is proportional to $-1/x$ and adds a slope $+1/(Gx)$. Relative to $B\phi^{3/2}=G/x$ this is $1/G^2$, or 0.19\%. The barrier falls by two thirds of that fraction, which is 3 meV.

\textbf{Q:} Is there a quick estimate of the thermal part?

\textbf{A:} For small $u$, $\cot u\simeq1/u-u/3$, so $1-u\cot u\simeq u^2/3$. Equation \eqref{app} reads $\phi_{\rm app}=\phi[1-(1-u\cot u)/G]^{2/3}$, and $u=\tfrac32\pi Gk_BT/\phi$. Therefore
\begin{equation}
\frac{\phi_{\rm app}-\phi}{\phi}\simeq-\frac{2u^2}{9G}
=-\frac{\pi^2}{2}\left(\frac{k_BT}{\phi}\right)^2G .
\label{small}
\end{equation}
The error grows as $T^2$ and, at fixed $T$, as $1/F$. For our film it gives 0.031, 0.054 and 0.085 eV at the three temperatures. The fits, measured from the cold control, drop by 0.034, 0.065 and 0.113 eV. The estimate is therefore low by about 10\%, 17\% and 25\%. Most of the gap is the next term of $1-u\cot u$, which is $u^4/45$, a fraction $u^2/15$ of the first.

\textbf{Q:} I also measured at several temperatures and found a barrier that falls on heating. Is that real?

\textbf{A:} Part of it need not be. In this model the barrier is constant, yet the fitted value falls by about 0.4 meV/K on average between 300 and 500 K. A real decrease adds to this. If the barrier fell by an assumed 0.1 meV/K from absolute zero, the fit at 400 K would move by a further $-0.039$ eV. One uncorrected plot cannot separate the two.

\section{Intercept, single points and repair}

\textbf{Q:} The current is higher when warm. Does the intercept rise as well?

\textbf{A:} It falls. Extend the tangent at $x$ back to zero: the change in intercept is the change in height minus $x$ times the change in slope,
\begin{equation}
\ln\theta-(1-u\cot u)\simeq\frac{u^2}{6}-\frac{u^2}{3}=-\frac{u^2}{6}
\qquad(u\ll1).
\end{equation}
At 400 K the full expression is $0.410-0.899=-0.489$, and the fit to the full integral gives $-0.470$. The fitted prefactor is $e^{-0.470}=0.63$ of its cold value. If you read an emitting area from it with all else fixed, the area comes out about 37\% smaller than a cold measurement would give.

\textbf{Q:} Could I avoid the slope and get the barrier from one absolute current?

\textbf{A:} That is biased the same way, but less. Suppose the prefactor and area are known. The zero-temperature formula must explain an extra $\ln\theta$ by a lower barrier. Lowering $\phi$ by $\delta$ reduces $G$ by $\delta/d$, so $\delta\simeq d\ln\theta$ if the weak $1/\phi$ in the prefactor is ignored. Here that is $0.072\times0.410=0.030$ eV. For small $u$ it is $du^2/6$, half the slope error $du^2/3$. The price is that any error in the area or the prefactor now enters the barrier. A factor of 2 shifts it by $d\ln2=0.05$ eV, already more than the thermal error. The image force, left out here, raises the current about fivefold at the central field and would make the barrier read about 0.11 eV too low.

\textbf{Q:} How do I repair my fit?

\textbf{A:} Keep the thermal term and solve
\begin{equation}
B\phi^{3/2}=|{\rm slope}|+\frac{1-u(\phi)\cot u(\phi)}{x}
\end{equation}
at the central $x$. Start with the fitted barrier on the right and iterate. At 400 K the fitted slope is $-129.55$ MV/cm. Near the solution the thermal term is 5.24 MV/cm, and $(134.79/34.15)^{2/3}=3.947^{2/3}$ gives 2.50 eV, or 2.497 eV with unrounded inputs. The repaired values at 300 and 500 K are 2.497 and 2.501 eV, so in this model the false temperature drift is nearly gone.

The recipe relies on a parabolic band in the oxide. For the two-band oxide described in the next section it corrects too much: the repaired values at 300, 400 and 500 K are 2.297, 2.309 and 2.331 eV, against a cold fit of 2.286 eV. The false fall with temperature has become a false rise of about 0.17 meV/K. A drift that remains after the repair is therefore not by itself evidence that the barrier changes.

\section{Where the argument stops}

\textbf{Q:} How hot can I go?

\textbf{A:} Equation \eqref{theta} diverges at $u=\pi$, where $k_BT=d$. The hot tail then falls no faster than the linearized transmission rises, so the approximate integral diverges. The full integral stays finite, because the true transmission climbs less steeply towards the top of the barrier and cannot exceed one. Since $u$ is proportional to $T/F$, our numbers put this point near 840 K at the central field and near 720 K at 5 MV/cm. Trouble starts earlier, because the neglected term $E^2/(6Gd^2)$ matters more as the important energies spread. At fixed $u$ it is of relative order $1/G$. For $u=2$, the thermal slope term from the full integral differs from $(1-u\cot u)/x$ by 3.1\% of the latter at $G=45$ and by 0.8\% at $G=180$.

Far above this range, electrons passing over the top dominate. In a triangle without image force their current does not depend on field, so $\ln(J/F^2)$ varies as $2\ln x$ and rises with $x$. A Fowler-Nordheim reading then gives no barrier at all. At our central field the slope changes sign only between 2000 and 2500 K, so this is a limit of the model and not a working condition for an oxide film.

\textbf{Q:} And how far is all this from a real gate stack?

\textbf{A:} The barrier, mass and fields are rough values for a metal on amorphous aluminium oxide. The top field is high, 0.87 of a rough breakdown field of 8 MV/cm. The film is thick for a logic transistor, and deliberately so: it drops at least 5 V, which exceeds $\phi/e$ and keeps the barrier triangular. A film of a few nanometres at low voltage has a trapezoidal barrier, and these formulas do not apply. Traps are the assumption I would distrust first. An assumed fixed charge of $10^{12}$ electrons per cm$^2$, smeared evenly over a plane at mid-film, lowers the cathode field by 0.10 MV/cm, steepens the plot and raises the fitted barrier at 400 K by 0.056 eV, almost hiding the thermal error (0.058 eV if the lowered field is taken to continue past the sheet, which the tunnel path crosses at the lowest fields). Poole-Frenkel leakage, assumed to be 10\% of the tunnel current at 5 MV/cm, lowers it by 0.017 eV.

\textbf{Q:} What about the barrier shape?

\textbf{A:} Here are the fitted barriers for three changes of model, each with the same 2.5 eV input:
\begin{center}
\begin{tabular}{lccc}
Model & $T=0$ (eV) & 400 K (eV) & drop (eV)\\
\hline
Triangle, WKB & 2.497 & 2.432 & 0.065\\
With image force & 2.482 & 2.416 & 0.067\\
Exact matching & 2.497 & 2.432 & 0.065\\
Two-band oxide & 2.286 & 2.247 & 0.039
\end{tabular}
\end{center}
The image force lowers the barrier top by 0.53 eV, yet hardly moves the fit. Exact matching of the waves at the metal face, for an assumed band depth of 10 eV, leaves the fitted barrier almost unchanged, although it doubles the current. Reflection at the far face of the film is left out. If it were fully coherent, with the same metal there, the cold and 400 K fits would rise by about 8 and 5 meV for a film of exactly 10 nm. This is an interference effect, and its sign changes with thickness. The two-band row matters most. There the decay constant is reduced by $\sqrt{1-h/E_g}$ at a depth $h$ below the oxide band edge, with a rough gap $E_g=6.5$ eV. The row still subtracts the parallel energy as for a parabolic band; treating it within the two-band relation moves the entries by up to 2 meV. If 0.25 is the band-edge mass, a parabolic fit is already 0.21 eV too low when cold. At the metal face the factor is $\sqrt{1-2.5/6.5}=0.78$, so transmission rises less steeply with energy, $u$ is smaller, and the thermal drop shrinks. Its sign survives in all four rows.

\textbf{Q:} Does self-heating matter?

\textbf{A:} At 7 MV/cm and 400 K the triangular WKB barrier gives 0.16 A/cm$^2$ and 1.1 W/cm$^2$; the image force would raise both several times. The temperature rise depends on your substrate and contact area, which I have not modelled. Heating that grows with field would raise the left end of the plot and oppose the error discussed here. The correction assumes one temperature for the whole sweep, so measure that temperature under load. The remaining figures are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
INPUT barrier 2.50 eV, mass 0.25 m0, film 10 nm
fields 5.0 to 7.0 MV/cm, 11 points even in 1/F
B = 34.15 MV/cm per eV^1.5
central field (mean 1/F) = 5.833 MV/cm
exponent G there = 23.14
AT 400 K, central field: kT = 0.03447 eV
d = 0.0720 eV, u = 1.504
theta = 1.507, 1 - u cot u = 0.899
theta at 5 MV/cm: formula 1.784, full integral 1.798
theta at 7 MV/cm: formula 1.319, full integral 1.333
true FN slope -B phi^1.5 = -135.01 MV/cm
thermal slope term = +5.24 MV/cm
mean energy: linearized 0.0647 eV, full 0.0653 eV
local barrier drop, full integral = 0.0648 eV
FITS: T=0 control 2.4972 eV, slope -134.78 MV/cm
300 K: u 1.128, slope -132.04 MV/cm, fitted 2.4632 eV
   predicted 2.4664 eV, repaired 2.4968 eV
   small-u law: drop 0.0305 eV
400 K: u 1.504, slope -129.55 MV/cm, fitted 2.4321 eV
   predicted 2.4348 eV, repaired 2.4972 eV
   small-u law: drop 0.0543 eV
500 K: u 1.880, slope -125.73 MV/cm, fitted 2.3842 eV
   predicted 2.3834 eV, repaired 2.5008 eV
   small-u law: drop 0.0848 eV
false barrier drift 300-500 K = -0.395 meV/K
intercept change at 400 K: fit -0.470, formula -0.489
100 K drop: full 3.498 meV, small-u law 3.392 meV
linearization error at u=2: G=45 3.14 %, G=180 0.83 %
T=0 current, integral / FN formula = 0.9603
NEGLECTED EFFECTS, fitted barrier at T=0 and 400 K
image force: 2.4821, 2.4156 eV; thermal drop 0.0666 eV
two-band: 2.2864, 2.2473 eV; thermal drop 0.0391 eV
Airy matching: 2.4973, 2.4322 eV; thermal drop 0.0651 eV
image lowering at central field = 0.529 eV
rough inputs: optical eps 3.0, static eps 9.0, gap 6.5 eV
assumed emitter band depth = 10 eV
traps 1e+12 cm^-2: field -0.101 MV/cm, fit shift +0.0580 eV
real drift 0.1 meV/K from 0 K: fit shift -0.0394 eV
Poole-Frenkel, 10 % of tunnel current at 5 MV/cm: -0.0169 eV
   its ratio to tunnel current at 7 MV/cm = 0.80 %
top field / rough breakdown field (8 MV/cm) = 0.87
lowest film voltage = 5.0 V; longest tunnel path = 5.0 nm
J at 7 MV/cm, 400 K = 0.161 A/cm2; power 1.13 W/cm2
\end{verbatim}
